\section*{Why vapour-pressure extrapolation needs the covariance of slope and intercept}

\section{An error bar that is too large in the middle of the data}

Eight vapour-pressure readings between 205 and 240 K, each with a random error of 2\,\%, are fitted by a straight line in reciprocal temperature. The standard errors of intercept and slope are then combined as if they were independent. At 222 K, in the middle of the data, this gives the fitted logarithmic pressure a standard deviation of 0.194. That is almost ten times the error of a single reading, although eight readings support the line there. The correct value is 0.0071.

The example is liquid ammonia, a nitrogen source for nitride deposition that is delivered by its own vapour pressure. The readings are synthetic. They were generated from a straight line with rough ammonia parameters, a boiling point of 240 K and a vaporisation enthalpy of 23 kJ/mol, and given random errors. The pressure is wanted at 293 K, the temperature of the supply cylinder, so the line must be extrapolated.

Let
\begin{equation}
x=\frac{1000\ \mathrm{K}}{T},\qquad y=\ln\frac{p}{\mathrm{Torr}},\qquad y_i=a+bx_i+e_i .
\end{equation}
Values of $x$ are quoted in 1/kK, and $b$ is negative. Four assumptions hold until they are relaxed below: the line is the true law, the temperatures are free of error, the errors $e_i$ are independent with zero mean, and their variances $s_i^2$ are known. At least two temperatures must differ. A small error in $y$ is a relative error in $p$, since $\mathrm{d}y=\mathrm{d}p/p$.

The naive scheme reports $\hat a$ and $\hat b$ with their standard errors and uses
\begin{equation}
V_{\rm naive}(x)=\operatorname{Var}\hat a+x^2\operatorname{Var}\hat b .
\label{naive}
\end{equation}
This expression is smallest at $x=0$, which is infinite temperature. The minimum stays there wherever the readings were made. The intercept is itself an extrapolation to $x=0$, and its error is tied to that of the slope: a line that is too steep must meet the axis too high if it is still to pass through the data. Equation~(\ref{naive}) lets the two errors vary separately and so admits lines that miss every reading.

\section{Coordinates in which the errors separate}

The cure is to describe the line by its height at the centre of the data. With weights $w_i=1/s_i^2$, define
\begin{equation}
W=\sum_i w_i,\quad \bar x=\frac1W\sum_i w_ix_i,\quad
\bar y=\frac1W\sum_i w_iy_i,\quad S=\sum_i w_i(x_i-\bar x)^2 .
\end{equation}
Least squares minimises $\sum_i w_i(y_i-a-bx_i)^2$. Setting the derivative with respect to $a$ to zero gives
\begin{equation}
\sum_i w_i(y_i-\hat a-\hat bx_i)=0
\quad\Rightarrow\quad \hat a=\bar y-\hat b\bar x .
\label{normal}
\end{equation}
The derivative with respect to $b$ gives the same sum with an extra factor $x_i$. Subtracting $\bar x$ times Eq.~(\ref{normal}) from it, and inserting $\hat a$, yields
\begin{equation}
\sum_i w_i(x_i-\bar x)\left[y_i-\bar y-\hat b(x_i-\bar x)\right]=0 .
\end{equation}
Because $\sum_i w_i(x_i-\bar x)=0$, the term in $\bar y$ vanishes, and
\begin{equation}
\hat b=\frac1S\sum_i w_i(x_i-\bar x)y_i,\qquad
\hat y(x)=\bar y+\hat b(x-\bar x).
\label{centred}
\end{equation}

Both $\bar y$ and $\hat b$ are linear in the readings. For independent errors, the covariance of two such sums is the sum of the products of their coefficients, each multiplied by $s_i^2$. Using $w_i^2s_i^2=w_i$,
\begin{align}
\operatorname{Var}\bar y&=\sum_i\frac{w_i^2s_i^2}{W^2}=\frac1W,\\
\operatorname{Var}\hat b&=\sum_i\frac{w_i^2(x_i-\bar x)^2s_i^2}{S^2}=\frac1S,\\
\operatorname{Cov}(\bar y,\hat b)&=\sum_i\frac{w_i}{W}\,\frac{w_i(x_i-\bar x)}{S}\,s_i^2
=\frac{1}{WS}\sum_i w_i(x_i-\bar x)=0 .
\end{align}
The height at the centre and the slope are therefore uncorrelated, and Eq.~(\ref{centred}) gives
\begin{equation}
V(x)\equiv\operatorname{Var}\hat y(x)=\frac1W+\frac{(x-\bar x)^2}{S}.
\label{main}
\end{equation}
For $n$ readings with equal errors $s$, $W=n/s^2$ and $S=S_{xx}/s^2$, where $S_{xx}=\sum_i(x_i-\bar x)^2$. Then
\begin{equation}
V(x)=s^2\left[\frac1n+\frac{(x-\bar x)^2}{S_{xx}}\right].
\label{equal}
\end{equation}
The quantity that grows as the square of the distance is the excess over the floor $s^2/n$, not the whole variance. A test by repeated fitting confirms this. Each reading was changed in turn by one unit, the line was refitted, and the squared responses were summed with weight $s^2$. Doubling the distance from 0.5 to 1.0 per kK multiplied the excess by 4.000000.

\section{What the covariance does}

The same result follows from the usual parameters. From $\hat a=\bar y-\bar x\hat b$ and the vanishing covariance of $\bar y$ and $\hat b$,
\begin{equation}
\operatorname{Var}\hat a=\frac1W+\frac{\bar x^2}{S},\qquad
\operatorname{Cov}(\hat a,\hat b)=-\frac{\bar x}{S}.
\label{cov}
\end{equation}
Full propagation through $\hat y=\hat a+\hat bx$ contains a cross term:
\begin{align}
V(x)&=\operatorname{Var}\hat a+2x\operatorname{Cov}(\hat a,\hat b)+x^2\operatorname{Var}\hat b\nonumber\\
&=\frac1W+\frac{\bar x^2-2x\bar x+x^2}{S},
\end{align}
which is Eq.~(\ref{main}). The naive formula omits $-2x\bar x/S$ and is too large by $2x\bar x/S$ at every finite positive temperature.

In the example $\bar x=4.50635$ and $S_{xx}=0.43333$ (in 1/kK and its square), and the cylinder is at $x=3.41297$. The three terms are
\begin{equation}
V=0.018795-0.028394+0.010752=0.00115 ,
\end{equation}
so the standard deviation is 0.0340. Without the middle term it would be 0.172, five times too large. The correlation coefficient of intercept and slope is $-0.9987$, and the correct variance is a small remainder of large terms. The centred form avoids this cancellation:
\begin{equation}
V=0.0004\left[\frac18+\frac{(-1.09338)^2}{0.43333}\right]
=0.000050+0.001104 .
\end{equation}
At the cylinder nearly all the variance comes from the slope.

Two limits show what Eq.~(\ref{equal}) means. With two readings a distance $\Delta$ apart, $S_{xx}=\Delta^2/2$, and at either reading $(x-\bar x)^2=\Delta^2/4$. The bracket is then $1/2+1/2=1$, so $V=s^2$, as it must be for a line that passes through both readings. Far from the data the floor is negligible, and the standard deviation approaches $|x-\bar x|$ times that of the slope.

The growth is quadratic in reciprocal temperature, not in temperature. With $\bar T=1000\ \mathrm{K}/\bar x$,
\begin{equation}
x-\bar x=1000\ \mathrm{K}\,\frac{\bar T-T}{T\bar T}.
\end{equation}
Equal steps in $T$ thus count for less on the hot side. The variance is smallest at $\bar T=221.9$ K, slightly below the arithmetic mean temperature of 222.5 K.

\section{When the minimum leaves the data mean}

For any slope-intercept covariance matrix with elements $C_{aa}$, $C_{ab}$ and $C_{bb}>0$, completing the square gives
\begin{equation}
V(x)=C_{bb}\left(x+\frac{C_{ab}}{C_{bb}}\right)^2+C_{aa}-\frac{C_{ab}^2}{C_{bb}} .
\end{equation}
The parabola is general, but its minimum lies at $-C_{ab}/C_{bb}$. By Eq.~(\ref{cov}) this is the weighted mean $\bar x$ when the weights match the errors.

Suppose instead that the errors are unequal but the fit is unweighted. With plain means, the coefficients of $y_i$ in $\bar y$ and $\hat b$ are $1/n$ and $(x_i-\bar x)/S_{xx}$, so
\begin{equation}
\operatorname{Cov}(\bar y,\hat b)=\frac{1}{nS_{xx}}\sum_i s_i^2(x_i-\bar x).
\end{equation}
An absolute gauge noise makes the relative error largest at low pressure, hence at large $x$. The sum is then positive, and the minimum moves to smaller $x$, towards the more precise readings. Adding 3 Torr of noise, $s_i^2=0.02^2+(3\ \mathrm{Torr}/p_i)^2$, moves the minimum of the unweighted fit from 221.91 to 225.45 K. The matched fit has its minimum at its own weighted mean, 225.21 K.

An error shared by all readings acts differently. If the gauge scale is wrong by a common factor, every $y_i$ shifts by the same amount, $\bar y$ shifts with it and $\hat b$ does not change. A common error of standard deviation $t$, independent of the rest, adds $t^2$ to $V$ at every $x$, and more readings do not reduce it. For $t=0.03$ the standard deviation at the cylinder rises from 0.0340 to 0.0453.

\section{From logarithm to pressure}

The fit to the synthetic readings has slope $-2753.6$ K and mean height $\bar y=5.69169$. At the cylinder
\begin{equation}
\hat y=5.69169+(-2.7536)(-1.09338)=8.7024,
\end{equation}
so $\hat p=6017$ Torr, or 8.02 bar. The generating line gives 6113 Torr, and the difference of 1.6\,\% is about half a standard deviation.

If the reading errors are Gaussian, so is the error $\delta$ of $\hat y$, and the 95\,\% interval is multiplicative:
\begin{equation}
\hat p\,e^{\pm1.96\sqrt V}:\qquad 5630\ \text{to}\ 6432\ \mathrm{Torr}.
\end{equation}
The estimate $\hat p=p\,e^{\delta}$ is lognormal. Since $\delta-\delta^2/2V=V/2-(\delta-V)^2/2V$, its mean is $p\,e^{V/2}$. The factor is 1.0006 here, so the bias is negligible.

If $s$ is not known, it can be estimated from the residuals:
\begin{equation}
\hat s^2=\frac{1}{n-2}\sum_i(y_i-\hat a-\hat bx_i)^2 .
\end{equation}
The fit uses two directions of the $n$-dimensional space of readings, and the residuals lie in the $n-2$ directions perpendicular to them. For equal, independent Gaussian errors, components along perpendicular directions are independent. Hence $\hat s$ is independent of $\hat y$, and the error of $\hat y$ divided by its estimated standard deviation follows Student's $t$ distribution with $n-2$ degrees of freedom. The residuals give $\hat s=0.0261$, and the factor for six degrees of freedom is 2.447. The interval widens to 5398--6708 Torr. In 200\,000 simulated sets of eight readings, the $t$ interval contained the true value in 95.0\,\% of cases. With the factor 1.96 and the estimated $\hat s$, the fraction was 90.2\,\%.

These intervals concern the line. A new reading at the cylinder has its own error, so its deviation from the prediction has variance $V+s^2$ and standard deviation 0.0394.

\section{Choosing the reach and the readings}

Equation~(\ref{equal}) can be inverted. If the standard deviation may not exceed $v$, with $v^2\ge s^2/n$, then
\begin{equation}
|x-\bar x|\le\sqrt{S_{xx}\left(\frac{v^2}{s^2}-\frac1n\right)} .
\end{equation}
For $v=0.03$ and $s=0.02$ the reach is $\sqrt{0.43333\times2.125}=0.960$ per kK, and the highest permitted temperature is 281.9 K. The cylinder lies beyond it.

Spreading the readings helps by raising $S_{xx}$. In a fixed interval of width $\Delta$, no reading is farther than $\Delta/2$ from the midpoint, and the sum of squares about the mean does not exceed that about the midpoint. So $S_{xx}\le n\Delta^2/4$, with equality when half the readings lie at each end. Here $\Delta=0.711$ and the bound is 1.01, more than twice the present value. But two temperatures cannot reveal whether the law is straight, and that question decides the accuracy of the extrapolation.

\section{The error that the covariance cannot see}

The Clapeyron equation is $\mathrm{d}p/\mathrm{d}T=\Delta H/(T\Delta V_m)$. Writing the molar volume change as $\Delta V_m=RT\,\Delta Z/p$ gives
\begin{equation}
\frac{\mathrm{d}\ln p}{\mathrm{d}T}=\frac{\Delta H}{RT^2\Delta Z},
\qquad
\frac{\mathrm{d}y}{\mathrm{d}x}=-\frac{\Delta H}{(1000\ \mathrm{K})\,R\,\Delta Z},
\end{equation}
because $\mathrm{d}x=-(1000\ \mathrm{K})\,\mathrm{d}T/T^2$. The line is straight if $\Delta H/\Delta Z$ is constant. A better model takes $\Delta H=\Delta H_b+\Delta C_p(T-T_b)$, with subscript $b$ for the boiling point, and $\Delta Z=1+Bp/RT$, neglecting the liquid volume. Rough ammonia values are $\Delta C_p=-45$ J/(mol\,K) and a constant $B=-300$ cm$^3$/mol.

With $\Delta C_p<0$ the enthalpy falls on heating. The slope $\mathrm{d}y/\mathrm{d}x$ is then less steep at small $x$, the curve is concave, and a line fitted at low temperature runs above it at the cylinder. For ideal vapour, $B=0$, a line fitted to noise-free points of this curve at the eight temperatures is too high by 0.186 in $\ln p$ at 293 K. Nonideality reduces $\Delta Z$ as the pressure rises, which steepens the hot end and offsets part of the curvature. The bias is then 0.10, an excess of 11\,\% in pressure and three times the statistical standard deviation. This number is only as good as the rough model: including the liquid volume, the pressure dependence of the vapour enthalpy or a temperature-dependent $B$ moves it between about 0.10 and 0.13, an excess of 10 to 14\,\%.

The readings would hardly show it. Within the data the curve departs from its fitted line by at most 0.008, against a random error of 0.02. Let $m_i$ be these departures and $|m|$ the root of their summed squares. As residuals of a least-squares line they satisfy $\sum_i m_i=\sum_i m_ix_i=0$, so any straight line drops out of the combination $\sum_i m_iy_i/|m|$. It carries the signal $|m|$ with noise $s$, and $|m|/s=0.73$. A curvature of 0.73 standard errors cannot be told reliably from noise. Good residuals therefore do not justify the extrapolation. What is needed is $\Delta C_p$ together with the vapour nonideality, or readings nearer the cylinder temperature. In this example, correcting for $\Delta C_p$ alone would leave the prediction too low by about 0.08 in $\ln p$.

\section{The model beside a real ammonia supply}

The vapour pressure of ammonia near room temperature is roughly 9 bar, so the example has the right size. This is no test of the straight line, whose parameters are rough. A random error of 2\,\% is coarse for a good capacitance gauge; halving it would halve the statistical standard deviation and leave the curvature bias unchanged. A real cylinder also departs from the assumption of a known, uniform temperature. An error of 1 K changes $\ln p$ by $\Delta H/RT^2$ per kelvin, or 0.032, nearly as much as the statistical standard deviation of 0.034. Withdrawal cools the liquid: in steady state the drop is the molar flow times $\Delta H$ divided by the thermal conductance to the surroundings. For a chosen flow of 100 sccm and conductance of 2 W/K this is 0.86 K with the boiling-point enthalpy, which lowers $\ln p$ by 0.028; the smaller enthalpy at 293 K reduces the cooling by about a tenth. In the slope $\Delta H/(RT^2\Delta Z)$ the smaller enthalpy is offset by $\Delta Z\approx0.90$, so the sensitivity stays at 0.032 per kelvin and the effect on $\ln p$ also falls by about a tenth, to about 0.025. If the calibration thermometer reads 0.5 K high and the cylinder thermometer is correct, the prediction falls by 0.015. Random thermometer errors of 0.1 K act like an error of 0.006 in $\ln p$, small beside 0.02. For a nearly ideal vapour, the relative pressure error passes almost unchanged into the dose if the flow is through a choked orifice at fixed gas temperature and opening time. Behind a working regulator it affects the inlet pressure instead.

\section{The resulting scheme}

\begin{enumerate}
\item Convert the readings to $x_i$ and $y_i$, and assign $w_i=1/s_i^2$ from the gauge errors.
\item Compute $W$, $\bar x$, $\bar y$, $S$ and $\hat b$, and store these five numbers.
\item At the wanted temperature evaluate $\hat y=\bar y+\hat b(x-\bar x)$ and $V=1/W+(x-\bar x)^2/S$. For the true pressure, add $t^2$ for a common scale error. For a new reading, add $s^2$ as well. If the same gauge is used, omit $t^2$, because the scale error is shared and cancels. If another gauge is used, keep $t^2$ and add the variance of that gauge's own independent scale error.
\item Exponentiate the limits of the interval. If a common $s$ was estimated from the residuals, use the $t$ factor for the statistical part.
\item Estimate the bias from $\Delta C_p$ and nonideality, and the effect of the temperature errors, and state them separately.
\end{enumerate}

If a fit is supplied as $\log_{10}p=A-B'/T$ with standard errors but no covariance, the mean reciprocal temperature of its data, taken with the weights of the fit, gives the missing element, provided the weights matched independent errors and the supplied numbers carry enough digits. Since $B'$ has the opposite sign to the slope,
\begin{equation}
\operatorname{Cov}(A,B')=+\overline{(1/T)}\,\operatorname{Var}B' ,
\end{equation}
and the variance of $\log_{10}p$ is multiplied by $(\ln10)^2$ to obtain that of $\ln p$.

Rounding can spoil this repair, because the variance is again a small remainder of large terms. In the example, standard errors of $A$ and $B'$ rounded to two significant digits give a standard deviation of $\ln p$ at 222 K of 0.030, and three digits give 0.0032, where the correct value is 0.0071. With other numbers the variance can even come out negative. If the reading errors are known, it is safer to compute $1/W$ from them and to use Eq.~(\ref{main}) with $1/S=\operatorname{Var}\hat b$, which needs only the standard error of the slope and the mean reciprocal temperature. The standard deviations at six temperatures from 205 to 293 K are in the numerical output.

\section*{Computed results}
\begin{verbatim}
Rough inputs: boiling 240 K, enthalpy 23 kJ/mol
Random error of ln p: 0.020; readings: 8
T (K)   x (1/kK)   p read (Torr)   ln(p/Torr)
  205   4.87805     107.7   4.67935
  210   4.76190     141.9   4.95512
  215   4.65116     205.1   5.32350
  220   4.54545     268.2   5.59173
  225   4.44444     346.4   5.84759
  230   4.34783     460.6   6.13253
  235   4.25532     573.1   6.35106
  240   4.16667     774.8   6.65260
Mean x: 4.50635 1/kK, at T = 221.91 K
Arithmetic mean temperature: 222.50 K
Sxx: 0.43333 1/kK^2; mean ln p: 5.69169
Fitted intercept: 18.1003; slope: -2753.6 K
True intercept: 18.1594; slope: -2766.3 K
SD intercept: 0.1371; SD slope: 30.4 K
Var a: 1.879521e-02; Var b: 9.230808e-04 kK^2
Cov(a,b): -4.159728e-03 kK; correlation: -0.99867
At 293 K: x = 3.41297 1/kK, x-xbar = -1.09338
Variance floor: 5.000e-05; excess at use: 1.104e-03
Excess ratio on doubling distance, from refits: 4.000000
T (K)  SD ln p  SD no cov.  bias ideal  bias nonideal
  205  0.0133   0.2019      +0.0096     +0.0080
  222  0.0071   0.1937      -0.0072     -0.0059
  240  0.0125   0.1866      +0.0096     +0.0077
  250  0.0169   0.1832      +0.0307     +0.0231
  270  0.0254   0.1774      +0.0919     +0.0619
  293  0.0340   0.1719      +0.1856     +0.1045
Predicted p at use: 6017 Torr = 8.02 bar
True-line p at use: 6113 Torr
95% interval, known error: 5630 to 6432 Torr
Residual error estimate s: 0.0261; t factor: 2.447
95% interval, estimated error: 5398 to 6708 Torr
Simulated coverage: t 0.9497, normal factor 0.9020
Mean p factor: simulated 1.00060, formula 1.00058
SD of a new ln p reading at use: 0.0394
SD with common scale error 0.03: 0.0453
Highest T for SD 0.03: 281.9 K
Added gauge noise in unequal-error case: 3.0 Torr
Minimum, matched weights: 225.21 K
Minimum, unweighted fit: 225.45 K
Rough dCp: -45 J/(mol K); virial: -300 cm^3/mol
Largest curvature misfit in data range: 0.0080
Curvature signal in data: 0.73 standard errors
Effect of 1 K cylinder error on ln p: 0.0322
Effect of 0.5 K thermometer offset: -0.0145
Random 0.1 K error, as ln p error: 0.0056
Draw 100 sccm, conductance 2 W/K: cooling 0.86 K
Effect of this cooling on ln p: -0.0276
\end{verbatim}
